**Retained cations, not pulse counts, set the composition of a supercycle film**

The program examines the cation fraction \(X=N_A/(N_A+N_B)\) of a film grown with \(m\) cycles of A and \(n\) cycles of B per supercycle, where \(N_A\) and \(N_B\) are net retained cations per column. The uptakes \(a_A,a_B,b_B,b_A\) depend on the top cation, \(r\) is the probability that A replaces a top B, and \(d\) is the probability that the A precursor removes a top B without depositing. A Monte Carlo simulation that stores every cation is asserted to agree with the closed formulas for two recipes with replacement and for one case of pure etching, within stated sampling tolerances. A separate cycle-by-cycle calculation is asserted to reproduce the closed sums for 100 random parameter sets. Further assertions cover the decay of the initial transient, the approach to the pure-oxide rule in long blocks, a compensated case in which the pulse rule holds for four recipes, and an accidental match that fails in longer blocks. For the 1:4 example the pulse fraction is 0.200, while the formula and the simulation both give \(X=0.507\). At the same pulse ratio, the recipe 16:64 gives 0.316. All parameters are chosen model values and do not describe a particular material.

## Numerical check

```python
# Result under test: the cation fraction X of a film grown by supercycles of
# m cycles of A followed by n cycles of B is not in general m/(m+n).
# Model: independent columns, each with one accessible top cation.
# Probabilities per column and complete cycle:
#   a_A, a_B : A is added on a column topped by A, by B
#   r        : the A precursor replaces a top B by A, one for one
#   b_B, b_A : B is added on a column topped by B, by A
#   d        : the A precursor removes a top B and deposits nothing
# Closed form (d = 0), with c = a_B + r and J = switches of top cation B to A:
#   N_A = m a_A + J (1 - a_A/c)
#   N_B = n b_B + J (1 - b_B/b_A - r/c)
# N_A, N_B are net cations per column and supercycle; X = N_A/(N_A+N_B).
import numpy as np
from scipy.optimize import brentq


def closed_form(par, m, n):
    a_A, a_B, r, b_B, b_A = par
    c = a_B + r
    keep_B, keep_A = (1 - c)**m, (1 - b_A)**n
    J = (1 - keep_B) * (1 - keep_A) / (1 - keep_B * keep_A)
    N_A = m * a_A + J * (1 - a_A / c)
    N_B = n * b_B + J * (1 - b_B / b_A - r / c)
    return N_A, N_B, J


def population_run(par, m, n, supercycles=400):
    """Follow the surface cycle by cycle from a B surface.

    Returns net A, net B and removed B in the last supercycle,
    and the A-topped fraction at the start of that supercycle."""
    a_A, a_B, r, b_B, b_A = par
    x = 0.0
    for _ in range(supercycles):
        start = x
        gain_A = gain_B = removed = 0.0
        for _ in range(m):
            added = a_A * x + a_B * (1 - x)
            swapped = r * (1 - x)
            gain_A += added + swapped
            removed += swapped
            x += (a_B + r) * (1 - x)
        for _ in range(n):
            gain_B += b_B * (1 - x) + b_A * x
            x -= b_A * x
    return gain_A, gain_B - removed, removed, start


def fraction(counts):
    return counts[0] / (counts[0] + counts[1])


def grow_stacks(par, m, n, d=0.0, warm=20, counted=80, columns=40000, seed=1):
    """Monte Carlo with every cation stored; counts what the film retains."""
    a_A, a_B, r, b_B, b_A = par
    rng = np.random.default_rng(seed)
    base = 20
    depth = base + (warm + counted) * (m + n) + 1
    stack = np.zeros((columns, depth), dtype=np.int8)   # 0 empty, 1 A, 2 B
    stack[:, :base] = 2
    height = np.full(columns, base)
    index = np.arange(columns)
    for supercycle in range(warm + counted):
        if supercycle == warm:
            before = np.array([np.sum(stack == 1), np.sum(stack == 2)])
        for cycle in range(m + n):
            top_is_A = stack[index, height - 1] == 1
            u = rng.random(columns)
            if cycle < m:
                species = 1
                add = u < np.where(top_is_A, a_A, a_B)
                swap = ~top_is_A & (u >= a_B) & (u < a_B + r)
                etch = ~top_is_A & (u >= a_B + r) & (u < a_B + r + d)
                stack[index[swap], height[swap] - 1] = 1
                stack[index[etch], height[etch] - 1] = 0
                height[etch] -= 1
                assert height.min() > 0
            else:
                species = 2
                add = u < np.where(top_is_A, b_A, b_B)
            stack[index[add], height[add]] = species
            height[add] += 1
    after = np.array([np.sum(stack == 1), np.sum(stack == 2)])
    return (after - before) / (columns * counted)


# Worked example
density = 10.0                                # columns per nm^2
example = (0.30, 0.40, 0.20, 0.20, 0.10)      # a_A, a_B, r, b_B, b_A
a_A, a_B, r, b_B, b_A = example
m, n = 1, 4
N_A, N_B, J = closed_form(example, m, n)
X = fraction((N_A, N_B))
pulse_fraction = m / (m + n)
pure_oxide_rule = m * a_A / (m * a_A + n * b_B)

# Stored-atom simulation against the closed form
mc = grow_stacks(example, m, n)
assert np.allclose(mc, (N_A, N_B), atol=0.003)   # sampling error below 0.001
mc_long = grow_stacks(example, 2, 3, seed=2)
assert np.allclose(mc_long, closed_form(example, 2, 3)[:2], atol=0.004)

# Closed sums against cycle-by-cycle populations, random parameters
rng = np.random.default_rng(7)
largest_error = 0.0
for _ in range(100):
    trial = (rng.uniform(0.05, 1), rng.uniform(0.05, 0.5),
             rng.uniform(0, 0.45), rng.uniform(0.05, 1), rng.uniform(0.05, 1))
    mm, nn = int(rng.integers(1, 6)), int(rng.integers(1, 6))
    direct = population_run(trial, mm, nn)
    formula = closed_form(trial, mm, nn)
    largest_error = max(largest_error, abs(direct[0] - formula[0]),
                        abs(direct[1] - formula[1]))
assert largest_error < 1e-10

# Ledger, periodic surface and transient
steady = population_run(example, m, n)
removed_B = r * J / (a_B + r)
assert abs(steady[2] - removed_B) < 1e-12
keep_B, keep_A = (1 - a_B - r)**m, (1 - b_A)**n
x_start = keep_A * (1 - keep_B) / (1 - keep_A * keep_B)
assert abs(steady[3] - x_start) < 1e-12
x_after_A = 1 - keep_B * (1 - x_start)
memory = keep_A * keep_B
first = population_run(example, m, n, 1)
second = population_run(example, m, n, 2)
third = population_run(example, m, n, 3)
for early, late in ((first, second), (second, third)):
    assert abs((late[0] - steady[0]) / (early[0] - steady[0]) - memory) < 1e-9

# Switch off replacement only
no_swap = (a_A, a_B, 0.0, b_B, b_A)
X_no_swap = fraction(population_run(no_swap, m, n))
assert pulse_fraction < pure_oxide_rule < X_no_swap < X

# Equal pulse ratio, longer blocks
blocks = [(k, 4 * k) for k in (1, 2, 4, 16)]
block_X = [fraction(population_run(example, *b, 60)) for b in blocks]
assert all(p > q for p, q in zip(block_X, block_X[1:]))
X_very_long = fraction(population_run(example, 400, 1600, 10))
assert abs(X_very_long - pure_oxide_rule) < 0.005   # correction of order 1/m

# Condition under which the pulse rule holds for every recipe
p, swap = 0.50, 0.10
b_A_needed = p**2 / (p - swap)
compensated = (p, p - swap, swap, p, b_A_needed)
uncompensated = (p, p - swap, swap, p, p)
for recipe in ((1, 1), (1, 4), (3, 2), (5, 1)):
    f = recipe[0] / sum(recipe)
    assert abs(fraction(population_run(compensated, *recipe)) - f) < 1e-10
    assert abs(fraction(population_run(uncompensated, *recipe)) - f) > 1e-3
X_uncompensated = fraction(population_run(uncompensated, 1, 4))

# Accidental agreement for one recipe, exposed by longer blocks
accident_b_A = 0.40


def mismatch(value):
    return fraction(population_run((a_A, a_B, r, value, accident_b_A), 1, 4)) - 0.2


accident_b_B = brentq(mismatch, 0.1, 1.0)
accident = (a_A, a_B, r, accident_b_B, accident_b_A)
accident_short = fraction(population_run(accident, 1, 4))
accident_long = fraction(population_run(accident, 4, 16))
assert abs(accident_short - 0.2) < 1e-9 and abs(accident_long - 0.2) > 0.03

# Recipe for a target composition
target = 0.20
n_target = 1
while fraction(closed_form(example, 1, n_target)) > target:
    n_target += 1
X_target = fraction(population_run(example, 1, n_target))
X_previous = fraction(population_run(example, 1, n_target - 1))
assert X_target <= target < X_previous

# Pure etching: full B uptake in every B cycle, no replacement
d = 0.50
etch_par = (0.30, 0.40, 0.0, 1.0, 1.0)
etch_mc = grow_stacks(etch_par, 1, 4, d=d, warm=5, counted=60, seed=3)
X_etch = 0.40 / (4 + 0.40 - d)
X_no_etch = fraction(population_run(etch_par, 1, 4))
assert np.allclose(etch_mc, (0.40, 4 - d), atol=0.003)
assert abs(fraction(etch_mc) - X_etch) < 0.001 and X_etch > X_no_etch + 0.005

print(f"column density: {density:.1f} per nm^2")
print(f"a_A, a_B, r: {a_A:.2f}, {a_B:.2f}, {r:.2f} per column")
print(f"b_B, b_A: {b_B:.2f}, {b_A:.2f} per column")
print(f"recipe m:n = {m}:{n}, pulse fraction: {pulse_fraction:.4f}")
print(f"q_A^m: {keep_B:.4f}, q_B^n: {keep_A:.4f}")
print(f"memory factor per supercycle: {memory:.4f}")
print(f"A-topped fraction before A block: {x_start:.4f}")
print(f"A-topped fraction after A block: {x_after_A:.4f}")
print(f"J: {J:.4f} per column")
print(f"net N_A, N_B: {N_A:.4f}, {N_B:.4f} per column")
print(f"net A: {density*N_A:.3f} per nm^2 per supercycle")
print(f"B deposited: {density*(N_B+removed_B):.3f} per nm^2 per supercycle")
print(f"B removed: {density*removed_B:.3f} per nm^2 per supercycle")
print(f"net B: {density*N_B:.3f} per nm^2 per supercycle")
print(f"X from pure-oxide rule: {pure_oxide_rule:.4f}")
print(f"X with surface-dependent uptake, r=0: {X_no_swap:.4f}")
print(f"X full model: {X:.4f}")
print(f"Monte Carlo N_A, N_B: {mc[0]:.4f}, {mc[1]:.4f} per column")
print(f"Monte Carlo X: {fraction(mc):.4f}")
print(f"largest closed-sum error, 100 cases: {largest_error:.1e}")
print(f"first supercycle on BO, net A, B: {first[0]:.4f}, {first[1]:.4f}")
print(f"X of first three supercycles: {fraction(first):.4f}, "
      f"{fraction(second):.4f}, {fraction(third):.4f}")
for recipe, value in zip(blocks, block_X):
    print(f"X for {recipe[0]}:{recipe[1]}: {value:.4f}")
print(f"X for 400:1600: {X_very_long:.4f}")
print(f"compensation p, r, b_A: {p:.2f}, {swap:.2f}, {b_A_needed:.4f}")
print(f"X for 1:4 with b_A=p instead: {X_uncompensated:.4f}")
print(f"accident b_A, b_B: {accident_b_A:.2f}, {accident_b_B:.4f}")
print(f"accident X for 1:4, 4:16: {accident_short:.4f}, {accident_long:.4f}")
print(f"target X: {target:.2f}, B cycles per A cycle: {n_target}")
print(f"X at that n, at n-1: {X_target:.4f}, {X_previous:.4f}")
print(f"pulse fraction at that n: {1/(1+n_target):.4f}")
print(f"etch case a_B, d: {etch_par[1]:.2f}, {d:.2f} per column")
print(f"etch case X without, with etching: {X_no_etch:.4f}, {X_etch:.4f}")
print(f"etch Monte Carlo N_A, N_B: {etch_mc[0]:.4f}, {etch_mc[1]:.4f}")
print("all tests passed")
```

Running it gives:

```
column density: 10.0 per nm^2
a_A, a_B, r: 0.30, 0.40, 0.20 per column
b_B, b_A: 0.20, 0.10 per column
recipe m:n = 1:4, pulse fraction: 0.2000
q_A^m: 0.4000, q_B^n: 0.6561
memory factor per supercycle: 0.2624
A-topped fraction before A block: 0.5337
A-topped fraction after A block: 0.8135
J: 0.2798 per column
net N_A, N_B: 0.4399, 0.4270 per column
net A: 4.399 per nm^2 per supercycle
B deposited: 5.202 per nm^2 per supercycle
B removed: 0.933 per nm^2 per supercycle
net B: 4.270 per nm^2 per supercycle
X from pure-oxide rule: 0.2727
X with surface-dependent uptake, r=0: 0.3836
X full model: 0.5074
Monte Carlo N_A, N_B: 0.4401, 0.4274 per column
Monte Carlo X: 0.5074
largest closed-sum error, 100 cases: 1.7e-15
first supercycle on BO, net A, B: 0.6000, 0.3937
X of first three supercycles: 0.6038, 0.5354, 0.5150
X for 1:4: 0.5074
X for 2:8: 0.4836
X for 4:16: 0.4280
X for 16:64: 0.3160
X for 400:1600: 0.2744
compensation p, r, b_A: 0.50, 0.10, 0.6250
X for 1:4 with b_A=p instead: 0.2081
accident b_A, b_B: 0.40, 0.7375
accident X for 1:4, 4:16: 0.2000, 0.1367
target X: 0.20, B cycles per A cycle: 15
X at that n, at n-1: 0.1952, 0.2073
pulse fraction at that n: 0.0625
etch case a_B, d: 0.40, 0.50 per column
etch case X without, with etching: 0.0909, 0.1026
etch Monte Carlo N_A, N_B: 0.4002, 3.5000
all tests passed
```
